# Why Wannier centres and atomic charges depend on the chosen bands: a program that tests the result

```python
"""Result under test: maximally localized Wannier functions (MLWFs) depend on
the band window, while energies, density and dipole of the filled band do not.
Model: 1D chain, Gaussian wells A (at 0) and B (at x_b), two electrons per cell.
Windows: V = filled band, C = next band, VC = both bands together.
w_v, w_c: MLWFs of V and C; w_a, w_b: A-like and B-like MLWFs of VC.
Lengths in nm, energies in eV. Grid vectors have unit sum of squares.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import circulant, eigh, schur, svd
from scipy.special import jv

CELL, WIDTH, X_B = 0.50, 0.05, 0.22
DEPTH_A, DEPTH_B = 15.0, 10.0
N_CELLS, POINTS = 41, 24
HALF = N_CELLS // 2
DX = CELL / POINTS
LENGTH = N_CELLS * CELL
SIZE = N_CELLS * POINTS
X = (np.arange(SIZE) - HALF * POINTS) * DX
CELLS = np.arange(-HALF, HALF + 1)
HBAR2_2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
wave = 2 * np.pi * np.fft.fftfreq(SIZE, DX)
KINETIC = circulant(np.fft.ifft(HBAR2_2M * wave**2).real)


def wrap(distance):
    return (distance + CELL / 2) % CELL - CELL / 2


def well(x0):
    """Periodic array of unit Gaussian wells."""
    d = wrap(X - x0)
    return sum(np.exp(-(d + n * CELL)**2 / (2 * WIDTH**2))
               for n in range(-3, 4))


def copies(w):
    """All lattice translations of a function, ordered as CELLS."""
    return np.array([np.roll(w, r * POINTS) for r in CELLS])


def spread(w):
    return np.sum(w**2 * X**2) - np.sum(w**2 * X)**2


def localize(psi, targets):
    """Eigenfunctions of the projected position nearest to given points."""
    z = psi.T @ (np.exp(2j * np.pi * X / LENGTH)[:, None] * psi)
    u, _, vh = svd(z)
    t, q = schur(u @ vh, output="complex")
    rough = np.angle(np.diag(t)) * LENGTH / (2 * np.pi)
    w = psi @ q[:, np.abs(rough) < 10 * CELL]
    top = w[np.argmax(np.abs(w), axis=0), np.arange(w.shape[1])]
    w = w * np.conj(top) / np.abs(top)
    assert np.max(np.abs(w.imag)) < 1e-6
    w = w.real
    # Using x itself removes the finite-supercell error of the phase operator.
    centres, rotation = eigh(w.T @ (X[:, None] * w))
    w = w @ rotation
    chosen = [int(np.argmin(np.abs(centres - p))) for p in targets]
    assert len(set(chosen)) == len(targets)
    result = []
    for i in chosen:
        sign = np.sign(w[np.argmax(np.abs(w[:, i])), i])
        result.append(sign * w[:, i])
    return result


def analyse(depth_a, depth_b, x_b):
    ham = KINETIC - np.diag(depth_a * well(0) + depth_b * well(x_b))
    _, psi = eigh(ham, subset_by_index=[0, 2 * N_CELLS - 1])
    w_v, = localize(psi[:, :N_CELLS], [0])
    w_c, = localize(psi[:, N_CELLS:], [x_b])
    w_a, w_b = localize(psi, [0, x_b])
    x_v, x_c, x_a, x_bw = [np.sum(w**2 * X) for w in (w_v, w_c, w_a, w_b)]
    p_a = (copies(w_a) @ w_v)**2
    p_b = (copies(w_b) @ w_v)**2
    assert abs(p_a.sum() + p_b.sum() - 1) < 1e-6
    dipole = p_a @ (x_a + CELLS * CELL) + p_b @ (x_bw + CELLS * CELL)
    assert abs(dipole - x_v) < 2e-5
    return dict(ham=ham, psi=psi, w=(w_v, w_c, w_a, w_b),
                x=(x_v, x_c, x_a, x_bw), p_a=p_a, p_b=p_b,
                n_a=2 * p_a.sum(), n_b=2 * p_b.sum(), dipole=dipole)


base = analyse(DEPTH_A, DEPTH_B, X_B)
ham, psi = base["ham"], base["psi"]
w_v, w_c, w_a, w_b = base["w"]
x_v, x_c, x_a, x_bw = base["x"]

# Independent plane-wave calculation with analytic Fourier coefficients.
orders = np.arange(-12, 13)
B0 = 2 * np.pi / CELL
g_diff = (orders[:, None] - orders[None, :]) * B0
v_pw = -(WIDTH * np.sqrt(2 * np.pi) / CELL * np.exp(-(g_diff * WIDTH)**2 / 2)
         * (DEPTH_A + DEPTH_B * np.exp(-1j * g_diff * X_B)))


def plane_waves(k):
    return eigh(np.diag(HBAR2_2M * (k + orders * B0)**2) + v_pw)


N_K = 400
solutions = [plane_waves(B0 * i / N_K) for i in range(N_K)]
bands = np.array([s[0][:3] for s in solutions])
gap = bands[:, 1].min() - bands[:, 0].max()
upper_gap = bands[:, 2].min() - bands[:, 1].max()
assert gap > 1 and upper_gap > 1


def berry_centres(columns):
    states = [s[1][:, columns] for s in solutions]
    states.append(np.roll(states[0], -1, axis=0))
    loop = np.eye(len(columns), dtype=complex)
    for left, right in zip(states[:-1], states[1:]):
        u, _, vh = svd(left.conj().T @ right)
        loop = loop @ u @ vh
    return -CELL * np.angle(np.linalg.eigvals(loop)) / (2 * np.pi)


for columns, centres in (([0], [x_v]), ([1], [x_c]), ([0, 1], [x_a, x_bw])):
    berry = berry_centres(columns)
    for centre in centres:
        assert np.min(np.abs(wrap(berry - centre))) < 5e-5
assert abs(wrap(x_v + x_c - x_a - x_bw)) < 2e-5

# Minimum conditions and cost of leaving the minimum, by real-space sums.
for group in ((w_v,), (w_c,), (w_a, w_b)):
    for w in group:
        for other in group:
            elements = copies(other) @ (X * w)
            if other is w:
                elements[HALF] = 0
            assert np.max(np.abs(elements)) < 2e-5
theta, phi = 0.3, 0.5
mix_1 = np.cos(theta) * w_a + np.sin(theta) * w_b
mix_2 = -np.sin(theta) * w_a + np.cos(theta) * w_b
mix_cost = spread(mix_1) + spread(mix_2) - spread(w_a) - spread(w_b)
assert abs(mix_cost - np.sin(2 * theta)**2 * (x_bw - x_a)**2 / 2) < 1e-5
twisted = jv(CELLS, phi) @ copies(w_v)
twist_cost = spread(twisted) - spread(w_v)
assert abs(twist_cost - phi**2 * CELL**2 / 2) < 1e-5


# Both effective Hamiltonians against plane waves at a k off the supercell mesh.
def model_energies(functions, k):
    phase = np.exp(1j * k * CELLS * CELL)
    h = np.array([[phase @ (copies(n) @ (ham @ m)) for n in functions]
                  for m in functions])
    return np.linalg.eigvalsh(h)


k_test = 0.37 * B0
e_pw = plane_waves(k_test)[0][:2]
e_one = model_energies([w_v], k_test)
e_two = model_energies([w_a, w_b], k_test)
assert abs(e_one[0] - e_pw[0]) < 1e-4
assert np.max(np.abs(e_two - e_pw)) < 1e-4

# Fill the two-band model and compare its density with the original one.
basis = np.vstack([copies(w_a), copies(w_b)]).T
_, vectors = eigh(basis.T @ ham @ basis)
filled = vectors[:, :N_CELLS]
n_a_model = 2 * np.sum(filled[HALF]**2)
assert abs(n_a_model - base["n_a"]) < 1e-5


def fold(values):
    return values.reshape(N_CELLS, POINTS).sum(axis=0) / DX


density = fold(2 * np.sum(psi[:, :N_CELLS]**2, axis=1)) / N_CELLS
density_v = fold(2 * w_v**2)
density_vc = fold(2 * np.sum((basis @ filled)**2, axis=1)) / N_CELLS
assert np.max(np.abs(density_v - density)) < 1e-4
assert np.max(np.abs(density_vc - density)) < 1e-4
diagonal = fold(base["n_a"] * w_a**2 + base["n_b"] * w_b**2)
misplaced = 0.5 * np.sum(np.abs(diagonal - density)) * DX


def region_electrons(rho, low, high):
    """Exact integral of the Fourier series of a cell-periodic density."""
    coeff = np.fft.fft(rho) / POINTS
    g = 2 * np.pi * np.fft.fftfreq(POINTS, DX)[1:]
    terms = coeff[1:] * (np.exp(1j * g * high) - np.exp(1j * g * low))
    return (coeff[0] * (high - low) + np.sum(terms / (1j * g))).real


low, high = (X_B - CELL) / 2, X_B / 2
region_v = region_electrons(density_v, low, high)
region_vc = region_electrons(density_vc, low, high)
assert abs(region_v - region_vc) < 1e-5


def isolated_orbital(depth, x0):
    one_well = np.exp(-(X - x0)**2 / (2 * WIDTH**2))
    energy, state = eigh(KINETIC - depth * np.diag(one_well),
                         subset_by_index=[0, 0])
    return energy[0], state[:, 0]


energy_a, atom_a = isolated_orbital(DEPTH_A, 0)
energy_b, atom_b = isolated_orbital(DEPTH_B, X_B)

# Sensitivity to neglected motion and interaction, and the dynamical charge.
STEP, EPSILON, TEMPERATURE = 0.005, 4.0, 300.0
plus = analyse(DEPTH_A, DEPTH_B, X_B + STEP)
minus = analyse(DEPTH_A, DEPTH_B, X_B - STEP)
born_v = 1 - 2 * (plus["x"][0] - minus["x"][0]) / (2 * STEP)
born_vc = 1 - 2 * (plus["dipole"] - minus["dipole"]) / (2 * STEP)
assert abs(born_v - born_vc) < 0.01
coulomb = const.e / (4 * np.pi * const.epsilon_0 * EPSILON * X_B * 1e-9)
deeper = analyse(DEPTH_A + coulomb, DEPTH_B, X_B)
shallower = analyse(DEPTH_A - coulomb, DEPTH_B, X_B)
assert deeper["n_a"] > base["n_a"] > shallower["n_a"]
thermal = np.exp(-gap * const.e / (2 * const.k * TEMPERATURE))

# The misconception fails visibly in this example.
assert 2 - base["n_a"] > 0.05
assert abs(x_v - x_a) > 0.002


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Cell length", CELL, "nm", 2)
show("Well B position, A at zero", X_B, "nm", 2)
show("Gaussian well width parameter", WIDTH, "nm", 2)
show("Depth of well A", DEPTH_A, "eV", 1)
show("Depth of well B", DEPTH_B, "eV", 1)
show("Gap between bands 1 and 2", gap, "eV", 3)
show("Gap between bands 2 and 3", upper_gap, "eV", 3)
for name, w, x in (("V", w_v, x_v), ("C", w_c, x_c),
                   ("VC, A-like", w_a, x_a), ("VC, B-like", w_b, x_bw)):
    show(f"Centre, window {name}", x, "nm", 5)
    show(f"Spread, window {name}", spread(w), "nm^2", 5)
    show(f"On-site energy, window {name}", w @ ham @ w, "eV", 3)
show("Centre shift V minus A-like", x_v - x_a, "nm", 5)
show("Squared overlap of V and A-like functions", (w_v @ w_a)**2)
show("Added spread, A-B mixing by 0.3 rad", mix_cost, "nm^2", 5)
show("Added spread, V phase amplitude 0.5 rad", twist_cost, "nm^2", 5)
show("V hopping to next cell", w_v @ ham @ np.roll(w_v, POINTS), "eV", 3)
show("A-B hopping, short bond", w_a @ ham @ w_b, "eV", 3)
show("A-B hopping, long bond", w_a @ ham @ np.roll(w_b, -POINTS), "eV", 3)
show("Test k times cell length / 2 pi", k_test / B0, "", 2)
show("Valence energy at test k, plane waves", e_pw[0], "eV", 5)
show("Valence energy at test k, one-band model", e_one[0], "eV", 5)
show("Valence energy at test k, two-band model", e_two[0], "eV", 5)
show("Electrons in V function", 2 * np.sum((copies(w_v) @ w_v)**2))
show("Electrons in A-like function", base["n_a"])
show("Electrons in B-like functions", base["n_b"])
show("Apparent A charge, V assigned to A", 1 - 2.0, "e")
show("Apparent A charge, window VC", 1 - base["n_a"], "e")
show("V weight on B at right", base["p_b"][HALF])
show("V weight on B at left", base["p_b"][HALF - 1])
show("V centre rebuilt from VC weights", base["dipole"], "nm", 5)
show("Electrons in fixed A region, from V", region_v)
show("Electrons in fixed A region, from VC", region_vc)
show("Electrons misplaced without interference", misplaced)
show("Isolated A orbital energy", energy_a, "eV", 3)
show("Isolated B orbital energy", energy_b, "eV", 3)
show("Isolated A squared overlap with V", (atom_a @ w_v)**2)
show("Isolated A squared overlap with A-like", (atom_a @ w_a)**2)
show("Isolated B squared overlap with B-like", (atom_b @ w_b)**2)
show("Dynamical charge of B, frozen wells", born_v, "e", 3)
show("A-like electrons, B moved +0.005 nm", plus["n_a"])
show("A-like electrons, B moved -0.005 nm", minus["n_a"])
show("Screened Coulomb scale, permittivity 4", coulomb, "eV", 3)
show("A-like electrons, A deeper by that scale", deeper["n_a"])
show("A-like electrons, A shallower by that scale", shallower["n_a"])
print(f"Thermal factor exp(-gap/2kT) at 300 K: {thermal:.2e}")
print("tests ok")
```

Running it gives:

```
Cell length: 0.50 nm
Well B position, A at zero: 0.22 nm
Gaussian well width parameter: 0.05 nm
Depth of well A: 15.0 eV
Depth of well B: 10.0 eV
Gap between bands 1 and 2: 3.192 eV
Gap between bands 2 and 3: 4.983 eV
Centre, window V: 0.01553 nm
Spread, window V: 0.00784 nm^2
On-site energy, window V: -7.489 eV
Centre, window C: 0.20373 nm
Spread, window C: 0.01723 nm^2
On-site energy, window C: -3.384 eV
Centre, window VC, A-like: -0.00244 nm
Spread, window VC, A-like: 0.00459 nm^2
On-site energy, window VC, A-like: -6.943 eV
Centre, window VC, B-like: 0.22169 nm
Spread, window VC, B-like: 0.00686 nm^2
On-site energy, window VC, B-like: -3.930 eV
Centre shift V minus A-like: 0.01797 nm
Squared overlap of V and A-like functions: 0.8750
Added spread, A-B mixing by 0.3 rad: 0.00801 nm^2
Added spread, V phase amplitude 0.5 rad: 0.03125 nm^2
V hopping to next cell: -0.095 eV
A-B hopping, short bond: -1.274 eV
A-B hopping, long bond: -0.650 eV
Test k times cell length / 2 pi: 0.37
Valence energy at test k, plane waves: -7.35958 eV
Valence energy at test k, one-band model: -7.35958 eV
Valence energy at test k, two-band model: -7.35958 eV
Electrons in V function: 2.0000
Electrons in A-like function: 1.7518
Electrons in B-like functions: 0.2482
Apparent A charge, V assigned to A: -1.0000 e
Apparent A charge, window VC: -0.7518 e
V weight on B at right: 0.1045
V weight on B at left: 0.0193
V centre rebuilt from VC weights: 0.01553 nm
Electrons in fixed A region, from V: 1.7083
Electrons in fixed A region, from VC: 1.7083
Electrons misplaced without interference: 0.1285
Isolated A orbital energy: -7.119 eV
Isolated B orbital energy: -4.023 eV
Isolated A squared overlap with V: 0.9640
Isolated A squared overlap with A-like: 0.9678
Isolated B squared overlap with B-like: 0.9377
Dynamical charge of B, frozen wells: 1.974 e
A-like electrons, B moved +0.005 nm: 1.7654
A-like electrons, B moved -0.005 nm: 1.7361
Screened Coulomb scale, permittivity 4: 1.636 eV
A-like electrons, A deeper by that scale: 1.8303
A-like electrons, A shallower by that scale: 1.6188
Thermal factor exp(-gap/2kT) at 300 K: 1.54e-27
tests ok
```
